# Two electrons in a cubic e_g doublet: Kanamori levels and labels: test program

```python
"""Two electrons in a cubic e_g orbital doublet (u = 3z^2-r^2, v = x^2-y^2).

Result under test: the Kanamori Hamiltonian has the levels
    U - 3J (3A2g, 3 states), U - J (1Eg, 2 states), U + J (1A1g, 1 state).
U  = (uu|uu): repulsion in one orbital;  Up = (uu|vv): between the orbitals;
J  = (uv|uv): exchange integral;         Jp: pair-hopping strength (= J for
real orbitals).  Cubic symmetry requires Up = U - 2J for the e_g pair.
Spin orbitals are ordered u-up, u-down, v-up, v-down.
"""
from itertools import combinations, permutations, product
import numpy as np
from pyscf import gto
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
I2 = np.eye(2)


def pair_isometry(n_spin_orbitals):
    """Columns (|ab> - |ba>)/sqrt(2) for a < b in the two-particle space."""
    pairs = list(combinations(range(n_spin_orbitals), 2))
    iso = np.zeros((n_spin_orbitals**2, len(pairs)))
    for k, (a, b) in enumerate(pairs):
        iso[a * n_spin_orbitals + b, k] = 1 / np.sqrt(2)
        iso[b * n_spin_orbitals + a, k] = -1 / np.sqrt(2)
    return iso, pairs


def coulomb_matrix(eri):
    """Antisymmetrized two-electron repulsion from eri[p,q,r,s] = (pq|rs)."""
    n = 2 * eri.shape[0]
    v = np.einsum("prqs,ac,bd->paqbrcsd", eri, I2, I2).reshape(n * n, n * n)
    iso, _ = pair_isometry(n)
    return iso.T @ v @ iso


# Fermion operators for four spin orbitals, with explicit sign strings.
def annihilator(mode):
    factors = [np.diag([1.0, -1.0])] * mode
    factors += [np.array([[0.0, 1.0], [0.0, 0.0]])] + [I2] * (3 - mode)
    out = np.eye(1)
    for f in factors:
        out = np.kron(out, f)
    return out


c = [annihilator(k) for k in range(4)]
cd = [x.T for x in c]
num = [cd[k] @ c[k] for k in range(4)]
vacuum = np.eye(16)[:, 0]
iso4, pairs4 = pair_isometry(4)
fock_pairs = np.array([cd[a] @ cd[b] @ vacuum for a, b in pairs4]).T


def kanamori(U, Up, J, Jp):
    """Kanamori operator restricted to two electrons."""
    h = np.zeros((16, 16))
    for m in range(2):
        up, dn = 2 * m, 2 * m + 1
        oup, odn = 2 * (1 - m), 2 * (1 - m) + 1
        h += U * num[up] @ num[dn] + Up * num[up] @ num[odn]
        h -= J * cd[up] @ c[dn] @ cd[odn] @ c[oup]
        h += Jp * cd[up] @ cd[dn] @ c[odn] @ c[oup]
    for s in range(2):
        h += (Up - J) * num[s] @ num[2 + s]
    return fock_pairs.T @ h @ fock_pairs


# Four independent parameters: general level formula.
gU, gUp, gJ, gJp = 5.0, 3.3, 0.6, 0.4
general = np.linalg.eigvalsh(kanamori(gU, gUp, gJ, gJp))
assert np.allclose(general, sorted([gUp - gJ] * 3 + [gUp + gJ, gU - gJp, gU + gJp]))

# Round-number example.
U, J = 4.0, 0.7
Up = U - 2 * J
H = kanamori(U, Up, J, J)
levels, states = np.linalg.eigh(H)
assert np.allclose(levels, [U - 3*J] * 3 + [U - J] * 2 + [U + J])

# Blocks of opposite-spin determinants, including fermion signs.
inter = [pairs4.index((0, 3)), pairs4.index((1, 2))]
intra = [pairs4.index((0, 1)), pairs4.index((2, 3))]
assert np.allclose(H[np.ix_(inter, inter)], [[Up, -J], [-J, Up]])
assert np.allclose(H[np.ix_(intra, intra)], [[U, J], [J, U]])
assert np.allclose(H[np.ix_(inter, intra)], 0)

# Total spin.
sigma = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]), np.diag([1, -1])]
S2 = np.zeros((16, 16), complex)
for s in sigma:
    one = np.kron(I2, s / 2)
    total = np.kron(one, np.eye(4)) + np.kron(np.eye(4), one)
    S2 += total @ total
S2 = (iso4.T @ S2 @ iso4).real
groups = {"3A2g": slice(0, 3), "1Eg": slice(3, 5), "1A1g": slice(5, 6)}
spin_square = {}
for name, sl in groups.items():
    vec = states[:, sl]
    value = 2.0 if name == "3A2g" else 0.0
    assert np.allclose(S2 @ vec, value * vec)
    spin_square[name] = np.trace(vec.T @ S2 @ vec) / vec.shape[1]

# d functions as quadratic forms r^T Q r, in the order u, v, xy, yz, xz.
r3 = np.sqrt(3) / 2
Q = [np.diag([-0.5, -0.5, 1.0]), np.diag([r3, -r3, 0.0])]
for i, j in [(0, 1), (1, 2), (0, 2)]:
    q = np.zeros((3, 3))
    q[i, j] = q[j, i] = r3
    Q.append(q)

# Cubic labels from all 24 proper rotations (spin is left unrotated).
rotations = []
for perm in permutations(range(3)):
    for signs in product([1, -1], repeat=3):
        g = np.diag(signs) @ np.eye(3)[list(perm)]
        if np.linalg.det(g) > 0:
            rotations.append(g)
assert len(rotations) == 24
e_pair = np.zeros((6, 2))
e_pair[intra, 0] = np.array([-1, 1]) / np.sqrt(2)   # (vv - uu)/sqrt(2)
e_pair[inter, 1] = np.array([1, -1]) / np.sqrt(2)   # (uv + vu)/sqrt(2)
assert np.allclose(H @ e_pair, (U - J) * e_pair)
for g in rotations:
    D = np.array([[np.trace(Q[i] @ g @ Q[j] @ g.T) / 1.5 for j in range(2)]
                  for i in range(2)])
    G = np.kron(D, I2)
    rep = iso4.T @ np.kron(G, G) @ iso4
    permutation_sign = np.linalg.det(np.abs(g))
    wanted = {"3A2g": 3 * permutation_sign, "1Eg": np.trace(D), "1A1g": 1.0}
    for name, sl in groups.items():
        vec = states[:, sl]
        assert np.allclose(rep @ vec, vec @ (vec.T @ rep @ vec))
        assert np.isclose(np.trace(vec.T @ rep @ vec), wanted[name])
    assert np.allclose(rep @ e_pair, e_pair @ D)

# Model orbitals: central d Gaussian plus p tails on six neighbours.
# Element symbols only tag basis functions; no nucleus enters the integrals.
D_EXP, P_EXP, TAIL = 2.0, 0.5, 0.2


def model_integrals(r_plane, r_axis, tail):
    directions = [s * np.eye(3)[k] for k in range(3) for s in (1, -1)]
    atoms = [["C", (0.0, 0.0, 0.0)]]
    for d in directions:
        atoms.append(["H", tuple(d * (r_axis if abs(d[2]) > 0.5 else r_plane))])
    mol = gto.M(atom=atoms, unit="Angstrom", verbose=0,
                basis={"C": [[2, [D_EXP, 1.0]]], "H": [[1, [P_EXP, 1.0]]]})
    coef = np.zeros((mol.nao_nr(), 5))
    for k, ao in enumerate([2, 4, 0, 1, 3]):
        coef[ao, k] = 1.0
        for n, d in enumerate(directions):
            coef[5 + 3*n:8 + 3*n, k] = -tail * 2 * Q[k] @ d
    overlap = mol.intor("int1e_ovlp")
    coef /= np.sqrt(np.diag(coef.T @ overlap @ coef))
    assert np.allclose(coef.T @ overlap @ coef, np.eye(5), atol=1e-9)
    eri = mol.intor("int2e")
    for _ in range(4):   # each pass transforms the first index, moves it last
        eri = np.tensordot(eri, coef, axes=(0, 0))
    return eri * HARTREE_EV


def pair_mismatch(eri, a, b):
    """U - Up - 2J for orbitals a and b."""
    return eri[a, a, a, a] - eri[a, a, b, b] - 2 * eri[a, b, a, b]


R0, R_LONG = 2.0, 2.3
cubic = model_integrals(R0, R0, TAIL)
eg = cubic[:2, :2, :2, :2]
cU, cUp, cJ = eg[0, 0, 0, 0], eg[0, 0, 1, 1], eg[0, 1, 0, 1]
assert abs(cU - eg[1, 1, 1, 1]) < 1e-6
assert max(abs(eg[0, 0, 0, 1]), abs(eg[1, 1, 0, 1])) < 1e-6
assert abs(pair_mismatch(cubic, 0, 1)) < 1e-6 and cJ > 0
h_eg = coulomb_matrix(eg)
assert np.allclose(h_eg, kanamori(cU, cUp, cJ, cJ), atol=1e-6)
c_levels, c_states = np.linalg.eigh(h_eg)
assert np.allclose(c_levels, [cU - 3*cJ] * 3 + [cU - cJ] * 2 + [cU + cJ], atol=1e-6)

# A t2g pair: the relation holds for a spherical shell, not for cubic tails.
t2g_cubic = pair_mismatch(cubic, 3, 4)
t2g_sphere = pair_mismatch(model_integrals(R0, R0, 0.0), 3, 4)
assert abs(t2g_sphere) < 1e-6 and abs(t2g_cubic) > 1e-3

# Tetragonal distortion splits the orbital doublet.
tetra = model_integrals(R0, R_LONG, TAIL)[:2, :2, :2, :2]
t_levels = np.linalg.eigvalsh(coulomb_matrix(tetra))
t_split = t_levels[4] - t_levels[3]
assert np.ptp(t_levels[:3]) < 1e-6 and t_split > 1e-3

# Coupling of the e_g^2 terms to all other d^2 configurations.
full = coulomb_matrix(cubic)
_, pairs10 = pair_isometry(10)
inside = [k for k, p in enumerate(pairs10) if p[1] < 4]
outside = [k for k, p in enumerate(pairs10) if p[1] >= 4]
leak = np.linalg.norm(full[np.ix_(outside, inside)] @ c_states, axis=0)
assert max(leak[:3]) < 1e-6 and min(leak[3:]) > 1e-2

# Determinant with u-up and v-down: mean of triplet and singlet, not stationary.
det = np.eye(6)[inter[0]]
det_energy = det @ H @ det
det_spread = np.sqrt(det @ H @ H @ det - det_energy**2)
assert np.isclose(det_energy, (levels[0] + levels[3]) / 2) and det_spread > 0.1
assert np.isclose(levels.mean(), U - 5 * J / 3)

print("ROUND PARAMETERS")
print(f"U = {U:.3f} eV, J = {J:.3f} eV, U' = U-2J = {Up:.3f} eV")
for name, sl in groups.items():
    e = levels[sl]
    print(f"{name}: energy {e[0]:.3f} eV, states {len(e)}, S^2 = {abs(spin_square[name]):.1f}")
print(f"gap 1Eg - 3A2g = {levels[3] - levels[0]:.3f} eV")
print(f"gap 1A1g - 1Eg = {levels[5] - levels[3]:.3f} eV")
print(f"mean of the six energies = {levels.mean():.4f} eV")
print(f"determinant u-up v-down: mean energy = {det_energy:.3f} eV")
print(f"determinant u-up v-down: energy spread = {det_spread:.3f} eV")
print("INDEPENDENT PARAMETERS")
print(f"U = {gU:.2f}, U' = {gUp:.2f}, J = {gJ:.2f}, J_P = {gJp:.2f} eV")
print("levels (eV):", " ".join(f"{x:.3f}" for x in general))
print("MODEL ORBITALS, BARE COULOMB INTEGRALS")
print(f"d exponent = {D_EXP:.2f} bohr^-2, p exponent = {P_EXP:.2f} bohr^-2")
print(f"tail coefficient = {TAIL:.2f}, neighbour distance = {R0:.2f} angstrom")
print(f"e_g: U = {cU:.4f} eV, U' = {cUp:.4f} eV, J = {cJ:.4f} eV")
print(f"e_g: |U-U'-2J| below 1e-6 eV: {abs(pair_mismatch(cubic, 0, 1)) < 1e-6}")
print("e_g^2 levels (eV):", " ".join(f"{x:.4f}" for x in c_levels))
print(f"t2g pair, cubic tails: U-U'-2J = {t2g_cubic:.4f} eV")
print(f"t2g pair, spherical shell: |U-U'-2J| below 1e-6 eV: {abs(t2g_sphere) < 1e-6}")
print(f"axial distance after distortion = {R_LONG:.2f} angstrom")
print("distorted levels (eV):", " ".join(f"{x:.4f}" for x in t_levels))
print(f"splitting of the former doublet = {t_split:.4f} eV")
print(f"coupling out of e_g^2: 3A2g below 1e-6 eV: {max(leak[:3]) < 1e-6}")
print(f"coupling out of e_g^2: 1Eg = {leak[3]:.4f} eV, 1A1g = {leak[5]:.4f} eV")
print("all assertions hold")
```

Output:

```
ROUND PARAMETERS
U = 4.000 eV, J = 0.700 eV, U' = U-2J = 2.600 eV
3A2g: energy 1.900 eV, states 3, S^2 = 2.0
1Eg: energy 3.300 eV, states 2, S^2 = 0.0
1A1g: energy 4.700 eV, states 1, S^2 = 0.0
gap 1Eg - 3A2g = 1.400 eV
gap 1A1g - 1Eg = 1.400 eV
mean of the six energies = 2.8333 eV
determinant u-up v-down: mean energy = 2.600 eV
determinant u-up v-down: energy spread = 0.700 eV
INDEPENDENT PARAMETERS
U = 5.00, U' = 3.30, J = 0.60, J_P = 0.40 eV
levels (eV): 2.700 2.700 2.700 3.900 4.600 5.400
MODEL ORBITALS, BARE COULOMB INTEGRALS
d exponent = 2.00 bohr^-2, p exponent = 0.50 bohr^-2
tail coefficient = 0.20, neighbour distance = 2.00 angstrom
e_g: U = 17.8448 eV, U' = 15.9808 eV, J = 0.9320 eV
e_g: |U-U'-2J| below 1e-6 eV: True
e_g^2 levels (eV): 15.0489 15.0489 15.0489 16.9128 16.9128 18.7767
t2g pair, cubic tails: U-U'-2J = 0.1902 eV
t2g pair, spherical shell: |U-U'-2J| below 1e-6 eV: True
axial distance after distortion = 2.30 angstrom
distorted levels (eV): 14.8467 14.8467 14.8467 16.6191 16.7566 18.5887
splitting of the former doublet = 0.1375 eV
coupling out of e_g^2: 3A2g below 1e-6 eV: True
coupling out of e_g^2: 1Eg = 0.3034 eV, 1A1g = 1.4968 eV
all assertions hold
```
